\section*{Slater–Condon rules derived from permutation sums over determinants, part 1}

(Sections cited here and not found follow in the second part.)

Let $|A\rangle$ and $|B\rangle$ be normalized Slater determinants of $N$ electrons, both built from one orthonormal set of spin orbitals $\chi_p(x)$, $x=(\mathbf r,\sigma)$, $\langle p|q\rangle=\delta_{pq}$. Let $F=\sum_i f(i)$ be a one-electron operator and $G=\sum_{i<j}g(i,j)$ a two-electron operator with $g(1,2)=g(2,1)$. Suppose that $k$ orbitals $m,n,\dots$ of $A$ are absent from $B$, so that $k$ orbitals $p,q,\dots$ of $B$ are absent from $A$, and let $\epsilon=\pm1$ be the parity of the reordering of $B$ that puts every shared orbital in the position it has in $A$, with $p$ in the place of $m$ and $q$ in the place of $n$. Then
\begin{align}
k=0:&\quad \langle A|F|B\rangle=\epsilon\sum_{m\in A}f_{mm}, & \langle A|G|B\rangle&=\frac{\epsilon}{2}\sum_{m,n\in A}\langle mn||mn\rangle,\label{k0}\\
k=1:&\quad \langle A|F|B\rangle=\epsilon f_{mp}, & \langle A|G|B\rangle&=\epsilon\sum_{n\in A\cap B}\langle mn||pn\rangle,\label{k1}\\
k=2:&\quad \langle A|F|B\rangle=0, & \langle A|G|B\rangle&=\epsilon\,\langle mn||pq\rangle,\label{k2}\\
k\ge3:&\quad \langle A|F|B\rangle=0, & \langle A|G|B\rangle&=0.\label{k3}
\end{align}
These are the Slater--Condon rules. The integrals are $f_{pq}=\int\chi_p^*(x)\,f\chi_q(x)\,dx$ and
\begin{equation}
\langle pq|rs\rangle=\iint\chi_p^*(x_1)\chi_q^*(x_2)\,g(1,2)\,\chi_r(x_1)\chi_s(x_2)\,dx_1dx_2,\qquad \langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle ,
\end{equation}
where $\int dx$ includes the sum over spin. Neither Hermiticity of $f$ and $g$ nor reality of the orbitals is assumed. The one-electron element vanishes already at two differences, and the vanishing at three follows from two conditions, orthogonal orbitals and operators that touch at most two electrons at a time.

For an ordered list $a_1,\dots,a_N$ of distinct labels the determinant is
\begin{equation}
|A\rangle=|a_1\cdots a_N\rangle=\frac{1}{\sqrt{N!}}\sum_{P}\operatorname{sgn}(P)\prod_{l=1}^N\chi_{a_{P(l)}}(x_l),\label{det}
\end{equation}
with $P$ running over the $N!$ permutations of $1,\dots,N$. A matrix element taken directly from \eqref{det} is a double sum of $(N!)^2$ terms, and the first task is to remove one of the sums. Define the operator $\hat P$ by $(\hat P\Psi)(x_1,\dots,x_N)=\Psi(x_{P(1)},\dots,x_{P(N)})$. Applying $\hat Q$ and then $\hat P$ puts $x_{P(Q(l))}$ in slot $l$, so $\hat P\hat Q=\widehat{PQ}$. Renaming integration variables leaves a scalar product unchanged, so $\langle\hat P\Psi|\hat P\Phi\rangle=\langle\Psi|\Phi\rangle$ and $\hat P^\dagger=\widehat{P^{-1}}$. On the plain product $\Pi_A=\prod_l\chi_{a_l}(x_l)$ the operator gives
\begin{equation}
\hat P\,\Pi_A=\prod_l\chi_{a_l}(x_{P(l)})=\prod_{l'}\chi_{a_{P^{-1}(l')}}(x_{l'}),\label{prod}
\end{equation}
where the factors were relabelled by $l'=P(l)$. As $P$ runs over the group so does $P^{-1}$, and the two have the same sign. With the antisymmetrizer $\mathcal A=(N!)^{-1}\sum_P\operatorname{sgn}(P)\hat P$, equation \eqref{det} therefore reads $|A\rangle=\sqrt{N!}\,\mathcal A\,\Pi_A$. The same remark about inverses gives $\mathcal A^\dagger=\mathcal A$. The antisymmetrizer is also idempotent:
\begin{equation}
\mathcal A^2=\frac{1}{(N!)^2}\sum_P\sum_Q\operatorname{sgn}(PQ)\,\widehat{PQ}=\frac{1}{(N!)^2}\sum_P\sum_R\operatorname{sgn}(R)\,\hat R=\mathcal A ,
\end{equation}
because the sign is multiplicative, because $R=PQ$ runs once over the group as $Q$ does for fixed $P$, and because the remaining sum over $P$ gives $N!$ equal terms.

A permutation carries an operator acting on coordinate $i$ into the same operator acting on coordinate $P(i)$, that is $\hat Pf(i)=f(P(i))\hat P$ and $\hat Pg(i,j)=g(P(i),P(j))\hat P$. Summing the first relation over $i$ merely reorders the terms of $F$, so $\hat PF=F\hat P$. In $G$ the permutation maps the set of unordered pairs onto itself, but it may produce a pair with $P(i)>P(j)$, and the symmetry $g(i,j)=g(j,i)$ is what restores the original term. Hence $F$ and $G$ commute with every $\hat P$ and with $\mathcal A$. The symmetry assumption costs no generality. If $\hat T$ exchanges $x_i$ and $x_j$, then $\hat T|A\rangle=-|A\rangle$ and $\hat T|B\rangle=-|B\rangle$, since $\hat T\mathcal A=-\mathcal A$ by the rearrangement argument above, and so $\langle A|g(i,j)|B\rangle=\langle A|\hat Tg(i,j)\hat T|B\rangle=\langle A|g(j,i)|B\rangle$. An unsymmetric $g$ has between determinants the same elements as $\tfrac12[g(1,2)+g(2,1)]$, and the rules are to be applied to the latter; for $k=1$ and $k=2$ the unsymmetrized integrals give in general a wrong value, while for $k=0$ the unrestricted double sum performs the symmetrization by itself.

For any operator $O$ that commutes with $\mathcal A$,
\begin{equation}
\langle A|O|B\rangle=N!\,\langle\mathcal A\Pi_A|O\mathcal A\Pi_B\rangle=N!\,\langle\Pi_A|\mathcal AO\mathcal A\Pi_B\rangle=N!\,\langle\Pi_A|O\mathcal A^2\Pi_B\rangle=N!\,\langle\Pi_A|O\mathcal A\Pi_B\rangle ,
\end{equation}
using in turn $\mathcal A^\dagger=\mathcal A$, the commutation, and $\mathcal A^2=\mathcal A$. The factor $N!$ cancels the one in $\mathcal A$, and with \eqref{prod} and the replacement of $P$ by its inverse,
\begin{equation}
\langle A|O|B\rangle=\sum_P\operatorname{sgn}(P)\Big\langle\prod_l\chi_{a_l}(x_l)\Big|\,O\,\Big|\prod_l\chi_{b_{P(l)}}(x_l)\Big\rangle .\label{single}
\end{equation}
Each term is an integral over plain products. The operator $f(i)$ acts on $x_i$ alone, so the integrals over the other coordinates separate into overlaps $S_{ab}=\langle a|b\rangle$, and the same holds for $g(i,j)$ outside $x_i$ and $x_j$:
\begin{align}
\langle A|F|B\rangle&=\sum_P\operatorname{sgn}(P)\sum_i f_{a_ib_{P(i)}}\prod_{l\ne i}S_{a_lb_{P(l)}},\label{Fsum}\\
\langle A|G|B\rangle&=\sum_P\operatorname{sgn}(P)\sum_{i<j}\langle a_ia_j|b_{P(i)}b_{P(j)}\rangle\prod_{l\ne i,j}S_{a_lb_{P(l)}}.\label{Gsum}
\end{align}
The positions on which the operator acts are called active, the others spectators. Orthogonality has not been used yet. Setting $O=1$ in \eqref{single} gives $\langle A|B\rangle=\sum_P\operatorname{sgn}(P)\prod_lS_{a_lb_{P(l)}}=\det[S_{a_lb_{l'}}]$. For orthonormal orbitals and $B=A$ this is the determinant of the unit matrix, which confirms the normalization in \eqref{det}; for $k\ge1$ the row of $m$ is zero and the overlap vanishes.

The sign $\epsilon$ comes from the order of the labels. Let $B'$ be the reordered list $b'_l=b_{R(l)}$. In \eqref{det} the orbital at coordinate $x_l$ is then $b_{R(P(l))}$; putting $Q=RP$ and using $\operatorname{sgn}(P)=\operatorname{sgn}(R)\operatorname{sgn}(Q)$ gives $|B'\rangle=\operatorname{sgn}(R)|B\rangle$. Choose $R$ so that $B'$ is aligned with $A$: $b'_l=a_l$ at every position $l$ outside the set $\Delta$ of the $k$ positions where $A$ holds an unshared orbital. Then $\langle A|O|B\rangle=\epsilon\langle A|O|B'\rangle$ with $\epsilon=\operatorname{sgn}(R)$. When both lists are kept in ascending order there is a closed form. Let the unshared orbitals stand at positions $\mu_1<\dots<\mu_k$ in $A$ and $\nu_1<\dots<\nu_k$ in $B$, and pair them in that order. Moving the $\alpha$-th unshared orbital of $B$ to position $\alpha$, for $\alpha=1,2,\dots$ in turn, takes $\nu_\alpha-\alpha$ exchanges of neighbours and leaves the shared orbitals in ascending order behind. The aligned list $B'$ has its unshared orbitals at the positions $\mu_\alpha$ and its shared ones ascending, so it reaches the same final list in $\sum_\alpha(\mu_\alpha-\alpha)$ exchanges. The total number of exchanges leading from $B$ to $B'$ differs from $\sum_\alpha(\mu_\alpha+\nu_\alpha)$ by the even number $2\sum_\alpha\alpha$, and so
\begin{equation}
\epsilon=(-1)^{\sum_\alpha(\mu_\alpha+\nu_\alpha)} .\label{eps}
\end{equation}

Orthonormality now decides which terms of \eqref{Fsum} and \eqref{Gsum}, written for $B'$, can be nonzero. Take a term with permutation $P$ and a set $I$ of $r$ active positions, $r=1$ for $F$ and $r=2$ for $G$. The spectator product is $1$ if $a_l=b'_{P(l)}$ for every $l\notin I$ and $0$ otherwise. Two things follow. First, if $l\in\Delta$, the orbital $a_l$ occurs nowhere in $B'$, so no $P$ can satisfy the condition at $l$; every position of $\Delta$ must be active, $\Delta\subseteq I$. A set of $r$ positions cannot contain $k>r$ positions, so for $k>r$ every term has a vanishing factor. This proves $\langle A|F|B\rangle=0$ for $k\ge2$ and $\langle A|G|B\rangle=0$ for $k\ge3$, term by term and for any values of the integrals. In physical terms, an operator acting on $r$ electrons can change the orbitals of at most $r$ of them, and the others must be found where they were. Second, a spectator position $l\notin\Delta$ has $a_l=b'_l$, and since the labels in $B'$ are distinct the condition $a_l=b'_{P(l)}$ forces $P(l)=l$. The permutation fixes all spectators and can rearrange nothing but $I$. For $F$ this leaves the identity; for $G$ it leaves the identity, with sign $+1$, and the transposition of $i$ and $j$, with sign $-1$. Therefore
\begin{align}
\langle A|F|B'\rangle&=\sum_{i:\ \{i\}\supseteq\Delta}f_{a_ib'_i},\label{Fred}\\
\langle A|G|B'\rangle&=\sum_{i<j:\ \{i,j\}\supseteq\Delta}\big[\langle a_ia_j|b'_ib'_j\rangle-\langle a_ia_j|b'_jb'_i\rangle\big]=\sum_{i<j:\ \{i,j\}\supseteq\Delta}\langle a_ia_j||b'_ib'_j\rangle .\label{Gred}
\end{align}

The one-electron rules are read off \eqref{Fred}. For $k=0$ the set $\Delta$ is empty, all $N$ positions contribute and $b'_i=a_i$, giving $\sum_mf_{mm}$. For $k=1$ the single allowed position is the one holding $m$ in $A$ and $p$ in $B'$, giving $f_{mp}$.

The two-electron rules need three properties of the integrals. Exchanging the names of $x_1$ and $x_2$ and using $g(1,2)=g(2,1)$ gives $\langle pq|rs\rangle=\langle qp|sr\rangle$. From this and the definition,
\begin{align}
\langle qp||sr\rangle&=\langle qp|sr\rangle-\langle qp|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle=\langle pq||rs\rangle,\label{s1}\\
\langle pq||sr\rangle&=\langle pq|sr\rangle-\langle pq|rs\rangle=-\langle pq||rs\rangle,\label{s2}\\
\langle mm||rs\rangle&=\langle mm|rs\rangle-\langle mm|sr\rangle=\langle mm|rs\rangle-\langle mm|rs\rangle=0.\label{s3}
\end{align}
For $k=0$ all pairs contribute to \eqref{Gred}, giving $\sum_{i<j}\langle a_ia_j||a_ia_j\rangle$. By \eqref{s1} the terms with $i>j$ equal those with $i<j$, and by \eqref{s3} the terms with $i=j$ vanish, so the restricted sum is half the unrestricted one, which is \eqref{k0}. For $k=1$ the pair must contain the position $\mu$ of $m$, and its partner is any of the $N-1$ positions holding a shared orbital $n$. If the partner stands after $\mu$ the term is $\langle mn||pn\rangle$; if it stands before, the term is $\langle nm||np\rangle$, which is the same number by \eqref{s1}. This is \eqref{k1}. For $k=2$ the pair must be $\Delta$ itself and one term remains, $\langle mn||pq\rangle$, which is \eqref{k2}. The pairing of $p,q$ with $m,n$ is a free choice: the opposite choice changes $R$ by one transposition, which reverses $\epsilon$, and reverses the integral by \eqref{s2}, so the product is unchanged. Counting the identity and the transposition separately, the terms not forced to vanish number $N,1,0$ for $F$ and $N(N-1),\,2(N-1),\,2,\,0$ for $G$ as $k$ rises from zero. For $N=4$ the single sums hold $96$ and $144$ terms, and the numerical check finds the survivors $(4,12)$, $(1,6)$, $(0,2)$, $(0,0)$, $(0,0)$ for $k=0,\dots,4$.

The argument for vanishing used nothing about $r$ except its size, so a symmetric $r$-electron operator has zero elements for $k>r$ and may have nonzero ones up to $k=r$. For the three-electron operator $W=\sum_{i<j<l}v(i)v(j)v(l)$ and $k=3$, the active set must equal $\Delta$, all six permutations of it are allowed, and with unshared orbitals $m_\alpha$ and $p_\beta$
\begin{equation}
\langle A|W|B\rangle=\epsilon\sum_{P\in S_3}\operatorname{sgn}(P)\prod_{\alpha=1}^3v_{m_\alpha p_{P(\alpha)}}=\epsilon\det[v_{m_\alpha p_\beta}] .\label{three}
\end{equation}
The other condition is orthogonality. If the orbitals overlap, \eqref{Fsum} and \eqref{Gsum} still hold, but a spectator factor $S_{a_lb_{P(l)}}$ need not vanish for an unshared $a_l$, and in general neither conclusion of the survival argument follows. The vanishing for $k>r$ needs less than full orthogonality: it persists whenever each unshared orbital of $A$ is orthogonal to every orbital of $B$, since every term then still contains a zero spectator factor.

The Slater--Condon rules have now been derived, sign included, and the vanishing of $F$ and $G$ at three or more differences has been traced to orthogonal orbitals and operators that touch at most two electrons at a time. What remains is to test the rules numerically and to apply them to the electronic Hamiltonian, with LiH as the example.
